\section*{Thermal filling of an exponential band tail at fixed Fermi level}

\section{The decision}

A thin-film transistor calculation needs the charge held in the band tail at every position of the Fermi level. There are three ways to get it: fill the tail up to the Fermi level as if the temperature were zero, multiply that result by a closed thermal factor, or integrate numerically up to the band edge. The first is cheapest, and for the room-temperature example below it misses more than half of the trapped electrons. The second costs only one sine more, but it has a range of validity that must be known before it is used.

\section{Model and statement}

Let the tail below a conduction band edge $E_c$ have the density of states
\begin{equation}
g(E)=\frac{N}{E_0}\,e^{(E-E_c)/E_0},
\label{eq:g}
\end{equation}
where $E_0$ is the tail width and $N$ is a density per volume. The integral of $g$ up to $E_c$ is $N$, so $N$ is the total number of tail states below the edge. For the main result the exponential is continued to all energies, above $E_c$ as well. This is a mathematical convenience whose cost is worked out later.

The states are filled independently, with spin counted in $g$:
\begin{equation}
f(E)=\frac{1}{1+e^{(E-E_F)/kT}},\qquad n(T)=\int_{-\infty}^{\infty}g(E)f(E)\,dE .
\label{eq:n}
\end{equation}
The quantities $N$, $E_0$ and $E_c-E_F$ are held fixed as $T$ changes. The claim is that, for $0<kT<E_0$,
\begin{equation}
n(T)=n(0)\,\frac{x}{\sin x},\qquad x=\frac{\pi kT}{E_0}.
\label{eq:law}
\end{equation}

\section{Derivation}

\subsection{Zero temperature and scaling}

At $T=0$ all states below $E_F$ are full and all others empty, so
\begin{equation}
n(0)=\frac{N}{E_0}\int_{-\infty}^{E_F}e^{(E-E_c)/E_0}dE
=N e^{(E_F-E_c)/E_0}.
\label{eq:n0}
\end{equation}
The factor $E_0$ from the integration cancels the one in the denominator.

At finite temperature, measure energy from the Fermi level in units of $kT$:
\[
u=\frac{E-E_F}{kT},\qquad t=\frac{kT}{E_0},\qquad dE=kT\,du .
\]
Then $(E-E_c)/E_0=(E_F-E_c)/E_0+tu$, and (\ref{eq:n}) becomes
\begin{equation}
n(T)=N e^{(E_F-E_c)/E_0}\,\frac{kT}{E_0}\int_{-\infty}^{\infty}\frac{e^{tu}}{1+e^u}\,du
=n(0)\,t\,I(t).
\label{eq:scaled}
\end{equation}
Far below the Fermi level the integrand of $I$ behaves as $e^{tu}$, which is integrable for $t>0$. Far above, it behaves as $e^{-(1-t)u}$, which is integrable only for $t<1$. This is where the condition $kT<E_0$ enters: the Fermi function must fall faster than the density of states rises.

\subsection{The integral}

Consider $h(z)=e^{tz}/(1+e^z)$ on the rectangle with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$, traversed anticlockwise. The denominator vanishes where $e^z=-1$, and the only such point inside is $z=i\pi$. The residue there is the numerator divided by the derivative of the denominator:
\[
\operatorname{Res}_{z=i\pi}h=\frac{e^{i\pi t}}{e^{i\pi}}=-e^{i\pi t}.
\]

On the upper side, $z=u+2\pi i$. The denominator is the same as on the lower side and the numerator gains a factor $e^{2\pi i t}$. Since this side is traversed from right to left, it contributes $-e^{2\pi i t}$ times the integral along the lower side.

On the right side $|1+e^z|\ge e^R-1$, and on the left side $|1+e^z|\ge 1-e^{-R}$. Each side has length $2\pi$, so their contributions are at most
\[
\frac{2\pi e^{tR}}{e^R-1}\quad\text{and}\quad \frac{2\pi e^{-tR}}{1-e^{-R}} .
\]
Both vanish as $R\to\infty$ when $0<t<1$. The residue theorem then gives
\[
I(t)\left(1-e^{2\pi i t}\right)=2\pi i\left(-e^{i\pi t}\right).
\]
Divide both sides by $-e^{i\pi t}$. On the left, $-(e^{-i\pi t}-e^{i\pi t})=2i\sin\pi t$, so
\begin{equation}
2i\sin(\pi t)\,I(t)=2\pi i,\qquad I(t)=\frac{\pi}{\sin\pi t}.
\label{eq:I}
\end{equation}
Inserting this in (\ref{eq:scaled}) gives $n(T)/n(0)=\pi t/\sin\pi t$, which is (\ref{eq:law}).

Direct numerical integration of $g f$ at five values of $kT/E_0$ between 0.05 and 0.9 agrees with the law to a relative difference below $10^{-15}$.

\section{Why heating adds electrons}

Integrate $t\int e^{tu}f\,du$ by parts. The boundary term $e^{tu}f$ vanishes at both ends for $0<t<1$, which leaves
\begin{equation}
\frac{n(T)}{n(0)}=\int_{-\infty}^{\infty}e^{tu}w(u)\,du,\qquad
w=-\frac{df}{du}=\frac{1}{4\cosh^2(u/2)} .
\label{eq:window}
\end{equation}
The window $w$ is positive, even, and has unit area, because $f$ drops from 1 to 0. The thermal density is therefore an average of zero-temperature densities whose Fermi levels are spread over a few $kT$. Since $w$ is even, $e^{tu}$ may be replaced by its even part:
\[
\frac{n(T)}{n(0)}=\int_{-\infty}^{\infty}\cosh(tu)\,w(u)\,du>1 .
\]
The integrand grows with $t$ at every $u\ne0$, so the factor rises steadily with temperature. In physical terms, equal numbers of states at equal distances above and below $E_F$ would gain and lose equally. The tail has more states above than below, so the gain wins.

\subsection{Low temperature}

From $\sin x=x(1-x^2/6+x^4/120-\dots)$,
\begin{align}
\frac{x}{\sin x}&=1+\left(\frac{x^2}{6}-\frac{x^4}{120}\right)+\left(\frac{x^2}{6}\right)^2+\dots\notag\\
&=1+\frac{x^2}{6}+\frac{7x^4}{360}+\dots ,
\label{eq:series}
\end{align}
because $1/36-1/120=7/360$. The same series follows from expanding $e^{tu}$ in (\ref{eq:window}); its first correction is the usual Sommerfeld term. Comparing the coefficients of $t^2$ gives $\langle u^2\rangle/2=\pi^2/6$, so the window has mean square width $\pi^2/3$ in units of $(kT)^2$.

\subsection{Approach to $kT=E_0$}

Put $x=\pi-\delta$ with $\delta=\pi(1-t)$ small. Then $\sin x=\sin\delta\approx\delta$ and
\begin{equation}
\frac{x}{\sin x}\approx\frac{\pi}{\pi(1-t)}=\frac{1}{1-t}.
\end{equation}
The divergence comes from the upper end of the integral. There the filled density $g f$ decays as $e^{-(E-E_F)/E_*}$, with
\begin{equation}
\frac{1}{E_*}=\frac{1}{kT}-\frac{1}{E_0},\qquad E_*=\frac{kT}{1-t}.
\label{eq:estar}
\end{equation}
The decay energy $E_*$ grows without limit as $kT\to E_0$, and the electrons are then assigned to ever higher states.

\subsection{Where the electrons sit}

The maximum of $gf$ follows from its logarithmic derivative. Since $df/dE=-f(1-f)/kT$,
\[
\frac{d\ln(gf)}{dE}=\frac{1}{E_0}-\frac{1-f}{kT}=0
\quad\Rightarrow\quad 1-f=t .
\]
With $1-f=e^u/(1+e^u)$ this gives $e^u=t/(1-t)$, or
\begin{equation}
E_{\rm peak}-E_F=kT\ln\frac{t}{1-t}.
\label{eq:peak}
\end{equation}
The second derivative of $\ln(gf)$ is $-f(1-f)/(kT)^2<0$, so this is a maximum. It lies below $E_F$ for $kT<E_0/2$ and above it for $kT>E_0/2$. In the second range the picture of a tail filled up to the Fermi level is poor even as a sketch.

\section{The band edge sets a stricter condition}

A real tail ends near $E_c$, where extended states take over. Let $D=(E_c-E_F)/kT>0$. The part of the infinite-tail result that lies above $E_c$, divided by $n(0)$, is
\[
A=t\int_D^\infty\frac{e^{tu}}{1+e^u}\,du .
\]
For $u>0$ the Fermi function is the geometric series $f=e^{-u}-e^{-2u}+e^{-3u}-\dots$. Integrating term by term,
\begin{equation}
A=t\sum_{m=1}^{\infty}(-1)^{m+1}\frac{e^{-(m-t)D}}{m-t}
<\frac{t}{1-t}\,e^{-(1-t)D}.
\label{eq:A}
\end{equation}
The bound holds because $f<e^{-u}$. For a tail cut off at $E_c$,
\begin{equation}
\frac{n_{\rm cut}(T)}{n(0)}=\frac{x}{\sin x}-A .
\label{eq:cut}
\end{equation}
The closed factor is therefore usable when $A$ is small against $x/\sin x$. The exponent in the bound is $(1-t)D=(E_c-E_F)/E_*$, so a Fermi level several $E_*$ below the edge is sufficient. When $kT\ll E_0$, the prefactor $t$ keeps $A$ small even nearer the edge. The condition $kT<E_0$ alone does not ensure that $A$ is small.

\subsection{At and above $kT=E_0$}

The cut tail has no divergence. At $t=1$,
\begin{equation}
\frac{n_{\rm cut}}{n(0)}=\int_{-\infty}^{D}\frac{e^u}{1+e^u}\,du=\ln\left(1+e^{D}\right),
\label{eq:equal}
\end{equation}
where now $D=(E_c-E_F)/E_0$.

For $t>1$ the filled density rises all the way to the edge. If $D\gg1$ and $(t-1)D\gg1$, most electrons sit where $f\approx e^{-u}$, and
\[
n_{\rm cut}\approx n(0)\,t\int_{-\infty}^{D}e^{(t-1)u}du
=n(0)\,\frac{t}{t-1}\,e^{(t-1)D}.
\]
Since $n(0)=Ne^{-tD}$, this is
\begin{equation}
n_{\rm cut}\approx N\,\frac{t}{t-1}\,e^{-(E_c-E_F)/kT}.
\label{eq:narrow}
\end{equation}
A narrow tail thus fills like a set of states placed at the band edge, with $kT$ and not $E_0$ in the exponent. This form serves films whose tail is clearly narrower than $kT$, provided the Fermi level is far enough below the edge for both conditions to hold. For $E_0=10$~meV at 300~K it is 5\% high with the Fermi level 0.10~eV below the edge, and 29\% high at 0.05~eV.

\section{Fixed density instead of fixed Fermi level}

Suppose the tail must hold the same number of electrons at all temperatures. Equating the densities at $T$ and at zero gives
\[
N e^{(E_F(T)-E_c)/E_0}\frac{x}{\sin x}=N e^{(E_F(0)-E_c)/E_0},
\]
and after taking logarithms
\begin{equation}
E_F(T)-E_F(0)=-E_0\ln\frac{x}{\sin x}.
\label{eq:shift}
\end{equation}
In the infinite tail the Fermi level moves down, away from the band, to compensate for the thermal gain. In a tail cut off at $E_c$ the shift can be upward if the Fermi level starts close to the edge, because too few states lie above it to supply the gain. This comes from leaving out the band. In a real film the extended states above $E_c$ take up electrons. For the example below at 300~K, with the parabolic band of mass 0.3 added and the sum of tail and free electrons held fixed, the shift is downward, by 33 to 35~meV, for any starting level between 0.2~eV below the edge and the edge itself.

The factor in (\ref{eq:law}) does not contain $E_F$. Hence, for the infinite tail, $d\ln n/dE_F=1/E_0$ at every temperature within the law's range, and a plot of $\ln n$ against $E_F$ at one temperature cannot tell the thermal factor from a larger $N$. If $N$ is inferred from $n$ in the infinite tail with the zero-temperature formula, it comes out too large by the factor $x/\sin x$. For a cut tail the factor is $n_{\rm cut}/n(0)$, which is smaller and can fall below one when the Fermi level is close to the edge. Where the band edge matters, the slope falls below $1/E_0$: for the cut tail of the example below, by 3\% at 300~K and by 12\% at 400~K. These figures are for the tail charge alone. With the free electrons of the parabolic band used below added to $n$, the slope is $1.00/E_0$ at 300~K and $0.96/E_0$ at 400~K.

\section{Worked example}

Take $E_0=40$~meV, $N=2\times10^{18}$~cm$^{-3}$ and $E_F$ at 0.20~eV below $E_c$. These are rough, round values in the regime of an amorphous In$_2$O$_3$-based transistor film with a broad tail. The zero-temperature density is
\[
n(0)=2\times10^{18}\,e^{-0.20/0.040}=1.35\times10^{16}\ \text{cm}^{-3}.
\]
At 300~K, $kT=25.85$~meV, so $t=0.646$ and $x=2.030$. With $\sin x=0.896$,
\[
\frac{x}{\sin x}=\frac{2.030}{0.896}=2.27,\qquad
n=3.05\times10^{16}\ \text{cm}^{-3}.
\]
The same steps at four temperatures, with $E_c-E_F$ held fixed, give:

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $kT/E_0$ & $x/\sin x$ & $A$ & $n_{\rm cut}/n(0)$\\
\hline
100 & 0.215 & 1.08 & $3\times10^{-9}$ & 1.08\\
200 & 0.431 & 1.39 & 0.001 & 1.39\\
300 & 0.646 & 2.27 & 0.118 & 2.15\\
400 & 0.862 & 6.43 & 2.79 & 3.64
\end{tabular}
\end{center}

At 100~K, zero-temperature filling is low by about 7\% of the thermal value. At 300~K it is low by 53\% of the cut-tail value. The closed factor is then high by 5.5\% of the cut-tail value, which is often acceptable. At 400~K the factor is too large by 77\% of the cut-tail value, although $kT$ is still below $E_0$. Equation (\ref{eq:estar}) shows why: $E_*=34.5/0.138\approx250$~meV, more than the 200~meV between the Fermi level and the edge. At 300~K, $E_*\approx73$~meV. At 464~K, where $kT=E_0$, the infinite tail gives no finite answer, while (\ref{eq:equal}) gives $\ln(1+e^5)=5.01$.

The Sommerfeld term alone gives 1.31 at 200~K, low by 6\%, and 1.69 at 300~K, low by 26\%, both relative to $x/\sin x$. Adding the $x^4$ term still leaves the 300~K value 11\% low. The closed form is as easy to evaluate and should be preferred.

The peak of the filled density lies 5~meV below $E_F$ at 200~K and 16~meV above it at 300~K. In the infinite tail at 300~K, 67\% of the electrons are above the Fermi level. If instead the density is fixed, (\ref{eq:shift}) moves the Fermi level at 300~K by $-40\ln 2.27=-33$~meV; for the cut tail the shift is $-31$~meV.

\section{What the model leaves out}

\subsection{Free electrons}

With a parabolic band of mass 0.3 electron masses, the band holds $1.8\times10^{15}$~cm$^{-3}$ at 300~K, against $2.9\times10^{16}$~cm$^{-3}$ in the cut tail. The infinite tail wrongly counts $0.118\,n(0)=1.6\times10^{15}$~cm$^{-3}$ above the edge. The two numbers nearly cancel, so the closed formula happens to lie within 1\% of the sum of cut tail and band. The cancellation depends on $N$ and on the band mass and is no general rule. At 400~K the sum is $6.8\times10^{16}$~cm$^{-3}$, while the formula gives $8.7\times10^{16}$~cm$^{-3}$.

\subsection{One electron per site}

If repulsion on a localized site is strong enough to exclude a second electron, the site is either empty, with weight 1, or holds one electron of either spin, with total weight $2e^{-u}$. Its mean occupation is
\begin{equation}
\frac{2e^{-u}}{1+2e^{-u}}=\frac{1}{1+\tfrac12e^{u}}=\frac{1}{1+e^{u-\ln2}} .
\end{equation}
This is a Fermi function with $E_F$ raised by $kT\ln2$. Let $g$ now count sites instead of spin states, with the same $N$ and $E_0$, so that $n(0)$ is unchanged. The infinite-tail density is then multiplied by $e^{kT\ln2/E_0}=2^{t}$. At 300~K this is 1.57, which makes the total factor 3.5 instead of 2.3. For the 40~meV example at 300~K, this is the largest of the corrections sized here. It compares two tails with equal $n(0)$. For a given set of sites, repulsion lowers the density at fixed $E_F$: independent filling would give $2/(1+e^u)$ electrons per site, which is more than $2/(2+e^u)$.

\subsection{Shape of the tail}

A tail wider by 2~meV, at fixed $N$ and $E_F$, raises the 300~K density of the infinite tail by 16\%, and that of the cut tail by 17\%. Two effects compete: $n(0)$ grows by $e^{0.20/0.040-0.20/0.042}=1.27$, while $x/\sin x$ falls because $kT/E_0$ is smaller. The lower end of the tail matters little: states deeper than 0.5~eV below $E_c$ hold less than 0.03\% of the tail electrons at 300~K.

\subsection{Beside real films}

Tail widths reported for amorphous indium-oxide-based channels range, roughly, from ten to several tens of meV, so 40~meV is on the broad side. In films with widths near ten meV, $kT$ exceeds $E_0$ at room temperature; the closed factor does not exist there, and (\ref{eq:narrow}) or a numerical integral takes its place for the tail charge. Free electrons must then be added: with $E_0=10$~meV and the $N$ and band mass used above, the band holds about 1.3 times as many electrons as the tail at 300~K when the Fermi level is 0.1 to 0.2~eV below the edge. This ratio scales as the band mass to the power $3/2$: it is about 0.7 for a mass of 0.2 and 1.6 for 0.35. Real tails end at the band, which for the example lowers the 300~K tail density by 5\% of the infinite-tail value. Where double occupation is suppressed, the 300~K density belonging to a given $n(0)$ is higher by up to the 57\% found above. Deep states may hold further charge, which has to be added separately.

\section{Choosing the method}

The rule below concerns the tail charge only; free electrons in the band must be added separately, and they matter most when $E_F$ nears or passes $E_c$. For a cut tail with independent filling, evaluate $t=kT/E_0$ first. If $t\ge1$, integrate up to the edge, or use (\ref{eq:narrow}) where its conditions hold. If $t<1$, compare the bound in (\ref{eq:A}) with $x/\sin x$ at the highest Fermi level the device will reach, since $A$ grows as $E_F$ approaches $E_c$. Let $r$ be the bound divided by $x/\sin x$. If $r<1$, the closed factor is high by at most $r/(1-r)$ of the cut-tail value. Where this is below the accepted error, the closed factor suffices; elsewhere, integrate. Zero-temperature filling is adequate where both $x^2/6$ and $A$ are negligible. The second condition matters near the edge: when $E_F$ reaches $E_c$, $A\approx t\ln2$ for small $t$, which is of first order in temperature and outweighs $x^2/6$. For the worked example, the numerical output lists $A$, its bound and $n_{\rm cut}/n(0)$ at each temperature.

\section*{Calculated quantities}
\begin{verbatim}
tail density scale N = 2.00e+18 cm^-3
tail width E0 = 40.0 meV
Fermi level below band edge = 0.20 eV
band mass = 0.30 electron masses
zero-temperature density n(0) = 1.3476e+16 cm^-3
temperature where kT = E0: 464.2 K
cut tail at kT = E0: n/n(0) = 5.0067
largest relative error of law, t 0.05-0.9: 8e-16
T (K) | kT (meV) | kT/E0 | x (rad) | sin x | x/sin x
100 | 8.617 | 0.2154 | 0.6768 | 0.6263 | 1.0806
200 | 17.235 | 0.4309 | 1.3536 | 0.9765 | 1.3862
300 | 25.852 | 0.6463 | 2.0304 | 0.8962 | 2.2655
400 | 34.469 | 0.8617 | 2.7072 | 0.4208 | 6.4328
T (K) | n infinite tail (cm^-3) | 1+x^2/6 | 1+x^2/6+7x^4/360
100 | 1.4562e+16 | 1.0763 | 1.0804
200 | 1.8680e+16 | 1.3054 | 1.3707
300 | 3.0530e+16 | 1.6871 | 2.0176
400 | 8.6688e+16 | 2.2215 | 3.2659
T (K) | peak - EF (meV) | % above EF | EF shift, fixed n (meV)
100 | -11.14 | 18.43 | -3.10
200 | -4.80 | 41.96 | -13.06
300 | 15.58 | 66.84 | -32.71
400 | 63.07 | 88.92 | -74.46
Band edge: T (K) | part above Ec / n(0) | its bound | cut n/n(0)
100 | 3.393e-09 | 3.393e-09 | 1.0806
200 | 1.025e-03 | 1.025e-03 | 1.3851
300 | 1.184e-01 | 1.184e-01 | 2.1471
400 | 2.793e+00 | 2.794e+00 | 3.6397
T (K) | cut tail (cm^-3) | free (cm^-3) | % of n above Ec
100 | 1.4562e+16 | 6.607e+07 | 3.14e-07
200 | 1.8666e+16 | 2.048e+13 | 0.074
300 | 2.8934e+16 | 1.800e+15 | 5.23
400 | 4.9049e+16 | 1.916e+16 | 43.4
Ratios to n: T (K) | one per site | E0 + 2 meV | below -0.5 eV
100 | 1.1611 | 1.2596 | 5.12e-04
200 | 1.3480 | 1.2284 | 3.99e-04
300 | 1.5651 | 1.1585 | 2.44e-04
400 | 1.8172 | 0.9524 | 8.60e-05
\end{verbatim}
